# Median cell conductance and average column current in lognormal memory arrays

## Question

I am modelling a resistive memory array used for analogue summation. Each column has 128 cells, all in the high-resistance state, and all are read at 0.2 V. On a logarithmic probability plot the cell conductances fall on a straight line, so I treat them as lognormal. The median is 1 µS, and the standard deviation of the natural logarithm of the conductance is 1.

Half the cells lie above the median and half below, so I expected the deviations to cancel in a column. That gives 128 × 0.2 V × 1 µS = 25.6 µA. When I draw cells from the fitted distribution and average the current over many columns, I get a clearly larger value, and more columns do not cure it. What is wrong with the cancellation argument, what is the correct average, and does it depend on the column length?

## Answer

The deviations do cancel, but in the logarithm of the conductance. A column adds the conductances themselves. A cell three times above the median adds two median units to the sum, while a cell three times below it removes only two thirds of one.

### What the column averages

Let the column contain $N$ cells with conductances $G_1,\dots,G_N$, each with the same voltage $V$ across it, the column wire being held at zero volts by the sense amplifier. I define $G$ as current divided by voltage at the read voltage and read temperature, so a curved current–voltage characteristic does no harm. Wires and selectors are ideal for now. The column current is

$$I=V\sum_{i=1}^{N}G_i .$$

Angle brackets denote an average over many columns. The average of a sum is the sum of the averages, whether or not the terms are independent, so

$$\langle I\rangle=V\sum_{i=1}^{N}\langle G_i\rangle=NV\langle G\rangle .$$

The quantity needed is therefore the arithmetic mean of the conductance.

### Median and mean of a lognormal conductance

Write

$$G=G_{\rm med}\,e^{sZ},$$

where $Z$ is a normal variable with mean 0 and variance 1, with density $\varphi(z)=e^{-z^2/2}/\sqrt{2\pi}$. Then $\ln(G/G_{\rm med})=sZ$ has variance $s^2$; this is the logarithmic variance, with the natural logarithm. Since $e^{sz}$ increases with $z$, the half of the cells with $Z<0$ is the half with $G<G_{\rm med}$. So $G_{\rm med}$ is indeed the median.

The mean is

$$\langle G\rangle=G_{\rm med}\int_{-\infty}^{\infty}e^{sz}\varphi(z)\,dz
=\frac{G_{\rm med}}{\sqrt{2\pi}}\int_{-\infty}^{\infty}e^{sz-z^2/2}\,dz .$$

Complete the square in the exponent. Because $(z-s)^2=z^2-2sz+s^2$,

$$sz-\frac{z^2}{2}=\frac{s^2}{2}-\frac{(z-s)^2}{2},$$

which is the same as

$$e^{sz}\varphi(z)=e^{s^2/2}\,\varphi(z-s). \tag{1}$$

The shifted density $\varphi(z-s)$ still integrates to one, so

$$\boxed{\langle G\rangle=G_{\rm med}\,e^{s^2/2}},\qquad
\langle I\rangle=NVG_{\rm med}\,e^{s^2/2}. \tag{2}$$

The factor does not contain $N$. This is why neither longer columns nor more of them remove the discrepancy.

For narrow distributions the factor is close to $1+s^2/2$, and the median is a fair substitute for the mean. Direct integration of the lognormal density gives mean-to-median ratios of 1.032 for $s=0.25$, 1.133 for $s=0.5$, 1.649 for $s=1$ and 3.080 for $s=1.5$, in agreement with (2). Between $s=0.25$ and $s=1.5$ the mean goes from 3% above the median to about three times the median.

For your column,

$$\langle G\rangle=1\ \mu{\rm S}\times e^{1/2}=1.649\ \mu{\rm S},$$

$$\langle I\rangle=128\times0.2\ {\rm V}\times1.649\ \mu{\rm S}=42.2\ \mu{\rm A}=0.0422\ {\rm mA}.$$

The median-based 25.6 µA is 39% below this true average. A simulation of 200,000 columns gives an average of 42.21 µA.

### Which cells carry the extra current

Equation (1) also tells where the current flows. Weighting each cell by its conductance moves the Gaussian from $z=0$ to $z=s$ without changing its width. The share of the mean current carried by cells with $Z>z_0$ is

$$\frac{\int_{z_0}^{\infty}e^{sz}\varphi(z)\,dz}{e^{s^2/2}}
=\int_{z_0}^{\infty}\varphi(z-s)\,dz=\Phi(s-z_0), \tag{3}$$

where $\Phi$ is the cumulative normal distribution.

Setting $z_0=0$ gives the share of the cells above the median, $\Phi(1)=84.1\%$ here. Setting $z_0=s$ gives one half. Half of the mean current thus comes from cells above $G_{\rm med}e^{s^2}=2.72$ µS, and these are only a fraction $\Phi(-s)=15.9\%$ of all cells. The median does not change if the most conductive cells are made more conductive still, but the column current does.

### Is a typical column near the mean?

An average over columns could in principle be raised by a few extreme columns while most stay near 25.6 µA. To settle this we need the spread, and here I assume independent cells.

Squaring $G$ replaces $s$ by $2s$ in the exponent, so the integral above gives

$$\langle G^2\rangle=G_{\rm med}^2\langle e^{2sZ}\rangle=G_{\rm med}^2e^{(2s)^2/2}=G_{\rm med}^2e^{2s^2}.$$

Dividing by $\langle G\rangle^2=G_{\rm med}^2e^{s^2}$ and subtracting one gives the relative variance of one cell, $e^{s^2}-1$. For independent cells the variances add: the variance of the sum grows as $N$ and the square of its mean as $N^2$. Hence

$$\frac{\sigma_I}{\langle I\rangle}=\sqrt{\frac{e^{s^2}-1}{N}} . \tag{4}$$

With $s=1$ and $N=128$ this is 11.6%, or 4.9 µA. The median-based value lies $(42.2-25.6)/4.9\approx3.4$ standard deviations below the mean.

The median column current must also approach the mean, in relative terms, as $N$ grows. For any variable $X$ with mean $\mu$, median $m$ and standard deviation $\sigma$,

$$|\mu-m|\le\langle|X-m|\rangle\le\langle|X-\mu|\rangle\le\sigma .$$

The first step holds because the magnitude of an average cannot exceed the average magnitude. The second holds because the median minimises the mean absolute deviation, and the third because a mean magnitude cannot exceed the root-mean-square value. By (4), $\sigma_I/\langle I\rangle$ vanishes for large $N$, so the gap between the two centres becomes negligible compared with the mean. The gap in microamperes need not vanish.

The simulated columns show the passage from one regime to the other:

| $N$ | median column current $/(NVG_{\rm med})$ | fraction of columns at or below $NVG_{\rm med}$ |
|---:|---:|---:|
| 1 | 1.00 | 50% |
| 2 | 1.22 | 39% |
| 8 | 1.49 | 16% |
| 32 | 1.60 | 1.2% |
| 128 | 1.63 | 0.000% |

For one cell your reasoning describes the middle case correctly. At 128 cells the middle column is within about 1% of the mean.

The last entry is zero to the digits shown; the event is too rare for 200,000 columns to measure. A rigorous bound confirms that it is very small, though not as tightly as the table's last digit. Let $S=\sum_iG_i$ and take any $t\ge0$. The quantity $e^{t(N-S/G_{\rm med})}$ is never negative, and it is at least one whenever $S\le NG_{\rm med}$. Its average is therefore no smaller than the probability of that event. For independent cells the average factorises:

$$P(S\le NG_{\rm med})\le\left[e^{t}\left\langle e^{-tG/G_{\rm med}}\right\rangle\right]^N .$$

Choosing $t$ to make the bracket smallest gives an upper bound of $1.9\times10^{-5}$, or 0.002%, for $N=128$. The probability itself may be well below this: for $N=32$ the bound is 0.066, while the simulated fraction is 0.012.

### If the cells of a column are correlated

Cells in one column may share a process variation. Suppose a fraction $\rho$ of the logarithmic variance is common to the column:

$$Z_i=\sqrt{\rho}\,Y+\sqrt{1-\rho}\,X_i,$$

with $Y$ and all $X_i$ independent standard normal variables. Each $Z_i$ still has unit variance, so the mean (2) is unchanged.

For two different cells, $Z_i+Z_j$ has variance $1+1+2\rho$. Therefore

$$\frac{\langle G_iG_j\rangle}{\langle G\rangle^2}
=\frac{e^{s^2(2+2\rho)/2}}{e^{s^2}}=e^{\rho s^2},$$

and their relative covariance is $e^{\rho s^2}-1$. The variance of the sum contains $N$ single-cell terms and $N(N-1)$ pair terms. Dividing by $N^2$,

$$\frac{\sigma_I^2}{\langle I\rangle^2}=\frac{e^{s^2}-1}{N}+\left(1-\frac1N\right)\left(e^{\rho s^2}-1\right).$$

The second term survives for large $N$. With $\rho=0.1$ the spread rises from 11.6% to 34.3% of the mean, and the simulated correlated columns give the same 34.3%. The median-based value is then only about 1.1 standard deviations below the mean, so single columns at or below it are no longer rare, roughly one in ten. The median column also no longer converges to the mean: for large $N$ the column current tends to $NVG_{\rm med}e^{(1-\rho)s^2/2}e^{s\sqrt{\rho}\,Y}$, whose median is $e^{-\rho s^2/2}\approx0.95$ of the mean. The average over columns is still 42.2 µA.

### Three ways to get the factor wrong

**Decades.** If the spread is quoted as a standard deviation $s_{10}$ of $\log_{10}G$, use $s=s_{10}\ln10$. Your $s=1$ is 0.434 decades. Putting 0.434 directly into (2) gives a factor of 1.099 instead of 1.649.

**Averaging resistances.** The resistance is $R=1/G=e^{-sZ}/G_{\rm med}$. Since $-Z$ has the same distribution as $Z$, $\langle R\rangle=e^{s^2/2}/G_{\rm med}$. Its inverse is $G_{\rm med}e^{-s^2/2}$, which lies below even the median conductance. Parallel cells require the mean of $G$, not the inverse of the mean of $R$.

**Another distribution.** Median and logarithmic variance do not fix the mean unless the shape is known. Let $x=\ln(G/G_{\rm med})$ be uniform between $-a$ and $a$. Its variance is $a^2/3$, so equal logarithmic variance requires $a=\sqrt3\,s$. The mean-to-median ratio is then

$$\frac1{2a}\int_{-a}^{a}e^x\,dx=\frac{e^a-e^{-a}}{2a}=\frac{\sinh a}{a},$$

which is 1.581 for $s=1$. For small $s$ it is $1+a^2/6=1+s^2/2$, as in the lognormal case; the shapes differ at higher order. If you have the measured conductances, their arithmetic mean estimates $\langle G\rangle$ without assuming any shape, though with a wide distribution it needs a large sample because few cells carry much of the sum.

### Consequence for analogue computation

If the rows have different voltages $V_i$ and the cells different programmed medians and spreads, the same argument applied term by term gives

$$\langle I\rangle=\sum_iV_i\,G_{{\rm med},i}\,e^{s_i^2/2}.$$

Here each median and spread must be taken at that row's own voltage $V_i$, since $G=I/V$ depends on voltage in a nonlinear cell. When $s_i$ is the same for every programmed level and voltage, the exponential is a common gain and can be calibrated out of the average; that gain does not correct the nonlinearity itself. When $s_i$ depends on the level, it changes the relative weights, and a single gain cannot correct it. Calibrating the average does not remove the column-to-column spread.

### How this compares with a real array

Your values are in the range of filamentary hafnium-oxide cells in the high-resistance state, as rough typical figures; both median and spread depend strongly on the film and on the programming pulses. The assumptions below are changed one at a time, with everything else held fixed.

The mean-to-median ratio is sensitive to the upper tail. Suppose a program-verify step rejects cells above 10 µS and reprograms them until they pass, with accepted cells following the original law below the limit. With $c=\ln(10)/s$, the accepted fraction is $\Phi(c)$. By (3), the part of the mean below the limit is $1-\Phi(s-c)=\Phi(c-s)$, so

$$\langle G\rangle_{\rm verified}=G_{\rm med}e^{s^2/2}\,\frac{\Phi(c-s)}{\Phi(c)}=1.506\ \mu{\rm S}.$$

Rejecting 1.1% of the cells lowers the average column current from 42.2 to 38.6 µA, a drop of about 9%. The median moves only to 0.987 µS, and the ratio becomes 1.53. Without verification the lognormal tail has no upper end. It runs past the conductance quantum, 77.5 µS, the conductance of one fully open channel, where a description as a high-resistance cell has lost its meaning. That region supplies only 0.04% of the mean here.

Series resistance is a smaller correction. A selector of resistance $R_{\rm s}=5$ kΩ in series with each cell changes $G$ to $G/(1+GR_{\rm s})$. This costs a median cell about 0.5%, but the mean 2.1%, because the conductive cells lose most. A column wire of 1 Ω per cell lowers the average current by 0.9%. These losses assume ohmic cells. With the $\sinh$ law used below they are larger by a factor of about $(V/V_0)\coth(V/V_0)\approx1.14$, because a voltage drop acts through the differential conductance.

With the values chosen here, temperature changes the average current more than any of the other effects considered. Take an activation energy of 50 meV and go from 300 K to 85 °C. If all cells share that energy, every conductance rises by a factor of 1.37. The average column current becomes about 58 µA, and the mean-to-median ratio stays at 1.65.

In the opposite limit the whole spread comes from a Gaussian spread of activation energies $E$, with a common prefactor. Then $\ln G$ contains $-E/k_BT$, so $s$ is proportional to $1/T$. A spread of 25.9 meV gives $s=1$ at 300 K. The ratio falls to 1.42 at 85 °C, and the average current is $25.6\times1.37\times1.42\approx50$ µA. This limit is an idealisation, since a Gaussian so wide gives about 3% of the cells a negative activation energy, and by (3) with $z_0=50/25.9$ these cells carry about 17% of the mean current at 300 K. The 50 µA is therefore only indicative.

Finally, if $G$ was extracted at a much lower voltage and the current follows $\sinh(V/V_0)$ with $V_0=0.3$ V in every cell, the current at 0.2 V is 7.6% higher than $GV$. Median and mean rise together. The read field averaged over a 5 nm oxide is 0.4 MV/cm, well below the several MV/cm at which such films roughly break down. Across a filament gap shorter than the film, the local field is higher.

So keep the median for describing the middle cell, and use the arithmetic mean for the current budget of a column. The full set of values is in the numerical output below.

## Calculated quantities

```
Median cell conductance: 1.00 uS
Standard deviation of ln G: 1.00
Same spread in decades: 0.434
Cells per column: 128; read voltage: 0.20 V
Mean/median by integration, s = 0.25: 1.0317
Mean/median by integration, s = 0.50: 1.1331
Mean/median by integration, s = 1.00: 1.6487
Mean/median by integration, s = 1.50: 3.0802
Mean cell conductance: 1.6487 uS
Median-based column current: 25.60 uA
True average column current: 42.21 uA = 0.0422 mA
Median-based value is low by: 39.3 %
Simulated average, 200000 columns: 42.21 uA
Current share of cells above median: 84.1 %
Half the current is from cells above: 2.718 uS
Those cells are this part of all cells: 15.9 %
Column standard deviation, formula: 11.59 % of mean
Column standard deviation, formula: 4.89 uA
Column standard deviation, simulated: 4.90 uA
N = 1: median column / (N V g_med) = 1.000, fraction at or below N V g_med = 0.50017
N = 2: median column / (N V g_med) = 1.221, fraction at or below N V g_med = 0.39487
N = 8: median column / (N V g_med) = 1.490, fraction at or below N V g_med = 0.16013
N = 32: median column / (N V g_med) = 1.598, fraction at or below N V g_med = 0.01243
N = 128: median column / (N V g_med) = 1.633, fraction at or below N V g_med = 0.00000
Two cells, same fraction by integration: 0.39416
Upper bound on that fraction, N = 32: 0.066
Upper bound on that fraction, N = 128: 1.9e-05
Shared part of log variance (correlated case): 0.10
Correlated columns, simulated average: 42.19 uA
Correlated columns, formula spread: 34.3 % of mean
Correlated columns, simulated spread: 34.3 % of mean
Log-uniform law, same log variance, mean/median: 1.5806
Wrong factor if decades are not converted: 1.0989
Verify limit: 10.0 uS; rejected: 1.07 %
After verify: mean 1.5059 uS, median 0.9867 uS
After verify: mean/median 1.5261
After verify: average column 38.55 uA
Conductance quantum: 77.48 uS
Share of mean from cells above it: 0.040 %
Selector 5.0 kohm lowers mean by: 2.12 %
Wire 1.0 ohm per cell lowers mean by: 0.92 %
Temperatures: 300.0 K and 358.15 K
Activation energy: 50 meV; median rises by factor 1.369
Energy spread that alone gives s at 300 K: 25.9 meV
Mean/median when hot in that limit: 1.4202
Curvature voltage: 0.30 V; I/V at read over low-voltage value: 1.076
Oxide 5.0 nm; mean field at read: 0.40 MV/cm
```
